Equibiaxial modulus of a basal-textured alumina scale against the polycrystal value

**Problem**

An alloy sheet carries an alpha-alumina scale whose grains all have their c axis along the scale normal. Their orientations about that axis are arbitrary. Far from edges and cracks, the alloy imposes the same elastic strain ε in every in-plane direction. Find the equibiaxial modulus M, defined by σ = Mε, where σ is the in-plane stress. Compare it with the modulus of an untextured, elastically isotropic alumina polycrystal, and explain the difference.

Use these rough, two-figure elastic constants of alumina:

C11 = 500, C12 = 160, C13 = 120, C33 = 500, C44 = 150, |C14| = 20 GPa.

Axis 3 is the c axis and the scale normal. Tension is positive, and ε4, ε5, ε6 are engineering shear strains, twice the tensor components. The strain ε is the elastic part alone; strain removed by creep carries no stress.

**A tempting solution**

The scale is bonded to a thick alloy and is strained in directions 1 and 2. Set ε1 = ε2 = ε and all other strains to zero. Then

σ1 = C11 ε + C12 ε,

so M = C11 + C12 = 660 GPa. Against the polycrystal estimate found below, 532.5 GPa, the textured scale would be 24% stiffer.

**Where it fails**

The bond fixes the in-plane strains but not the thickness. With ε3 = 0, the same elastic law gives a normal stress

σ3 = C13(ε1 + ε2) = 2C13 ε = (240 GPa) ε.

For |ε| = 0.006 this is 1.44 GPa, acting on a surface that nothing presses or pulls. The condition to impose is σ3 = 0, not ε3 = 0. The tempting answer describes a layer held between rigid plates.

**The modulus of the textured scale**

For the trigonal symmetry of alumina, with C66 = (C11 − C12)/2, Hooke's law reads

σ1 = C11 ε1 + C12 ε2 + C13 ε3 + C14 ε4
σ2 = C12 ε1 + C11 ε2 + C13 ε3 − C14 ε4
σ3 = C13(ε1 + ε2) + C33 ε3
σ4 = C14(ε1 − ε2) + C44 ε4
σ5 = C44 ε5 + C14 ε6
σ6 = C14 ε5 + C66 ε6.

The alloy imposes ε1 = ε2 = ε and ε6 = 0. The free surface requires σ3 = σ4 = σ5 = 0. The scale is thin and its in-plane state uniform, so these three stresses vanish through the whole thickness. The fourth and fifth lines become C44 ε4 = 0 and C44 ε5 = 0, so both shears vanish. The third line gives

ε3 = −2(C13/C33) ε = −0.480 ε.

Inserting this in the first line,

σ1 = (C11 + C12) ε + C13 (−2C13/C33) ε,

and the second line gives the same σ2. Therefore

M_b = C11 + C12 − 2C13²/C33.

With the numbers,

M_b = 660 − 2(120)²/500 = 660 − 57.6 = 602.4 GPa.

The tempting answer is too high by 9.6% of this value. It becomes right if C13 → 0, when in-plane strain produces no normal stress, or if C33 → ∞, when the thickness cannot change.

C14 has dropped out because it multiplies ε1 − ε2 and ε4, both zero. C44 has dropped out because there is no shear. An equal in-plane strain also looks the same after any rotation about the c axis, so every grain carries the same stress whatever its in-plane orientation. No averaging over grains is needed for the perfect texture.

The stored energy density is

u = ½(σ1 ε1 + σ2 ε2) = M_b ε²,

since σ3 = 0 removes the normal contribution.

**The isotropic polycrystal**

An isotropic solid with bulk modulus K and shear modulus G has

C11 = C33 = K + 4G/3, C12 = C13 = K − 2G/3.

The free-surface result then becomes

M_iso = C11 + C12 − 2C12²/C11
= (C11 − C12)(C11 + 2C12)/C11
= (2G)(3K)/(K + 4G/3)
= 18KG/(3K + 4G).

This equals E/(1 − ν), because E = 9KG/(3K + G) and 1 − ν = (3K + 4G)/[2(3K + G)]. Its reciprocal is

1/M_iso = 2/(9K) + 1/(6G),

which falls as K or G rises. Bounds on K and G therefore give bounds on M_iso.

The single-crystal constants alone do not fix K and G of an aggregate, since grain shapes and arrangement also matter. Giving every grain the same strain is a trial state whose energy cannot lie below the true minimum. It yields the Voigt upper bounds. Giving every grain the same stress yields, by the corresponding principle for stress, the Reuss lower bounds. Both hold for well-bonded grains without pores.

For the Voigt bound, two sums over tensor components are unchanged by rotation, and so survive the orientation average. Equating them to their isotropic values gives

Σ Ciijj = 2C11 + C33 + 2C12 + 4C13 = 9K_V
Σ Cijij = 2C11 + C33 + 2(2C44 + C66) = 3K_V + 10G_V.

Eliminating K_V from the second line leaves

15G_V = 2C11 + C33 − C12 − 2C13 + 3(2C44 + C66).

With C66 = 170 GPa,

K_V = 2300/9 = 255.6 GPa
G_V = (1100 + 1410)/15 = 167.3 GPa
M_V = 536.0 GPa.

For the Reuss bound the compliances sij are needed. Under σ1 = σ2 = σ together with σ3, the relevant part of Hooke's law is

σ = (C11 + C12) ε + C13 ε3
σ3 = 2C13 ε + C33 ε3.

Its determinant is D = C33(C11 + C12) − 2C13² = 301200 GPa². Inversion gives

s11 + s12 = C33/D, s13 = −C13/D, s33 = (C11 + C12)/D.

The first entry confirms that M_b = 1/(s11 + s12). The linear compressibilities along a and c follow as

β_a = s11 + s12 + s13 = 380/301200 GPa⁻¹ = 1.262 TPa⁻¹
β_c = 2s13 + s33 = 420/301200 GPa⁻¹ = 1.394 TPa⁻¹.

Under a uniform hydrostatic stress the volume change is the sum of the three linear ones, so

1/K_R = 2β_a + β_c, K_R = 255.3 GPa.

The remaining compliances come from

σ1 − σ2 = (C11 − C12)(ε1 − ε2) + 2C14 ε4
σ4 = C14(ε1 − ε2) + C44 ε4,

with determinant Δ = C44(C11 − C12) − 2C14² = 50200 GPa². Applying σ1 alone, and then σ4 alone, gives

s11 − s12 = C44/Δ = 2.988 TPa⁻¹
s44 = (C11 − C12)/Δ = 6.773 TPa⁻¹.

In-plane shear has s66 = 2(s11 − s12). C14 enters squared, so its sign, which depends on the choice of axes, has no effect.

The rotation-invariant sum Σ Sijij fixes G_R. A tensor shear compliance is one quarter of the engineering one, and each shear pair occurs twice in the sum, so

2s11 + s33 + ½(2s44 + s66) = 1/(3K_R) + 5/(2G_R).

Inserting 1/K_R = 2s11 + s33 + 2s12 + 4s13 and multiplying by 6,

15/G_R = 4(2s11 + s33 − s12 − 2s13) + 3(2s44 + s66).

Now define an axial shear modulus by

3/G_ax = 2s11 + 2s12 + 4s33 − 8s13.

It measures the response to the stress diag(1, 1, −2), and reduces to G in an isotropic solid. Regrouping the previous line with s66 = 2(s11 − s12) gives

1/G_R = (1/5)[1/G_ax + 4(s11 − s12) + 2s44].

The numbers are

3/G_ax = (1000 + 2640 + 960)/301200 GPa⁻¹, so G_ax = 196.4 GPa
1/G_R = (5.091 + 11.952 + 13.546)/5 TPa⁻¹ = 6.118 TPa⁻¹, so G_R = 163.5 GPa.

Hence M_R = 529.0 GPa. The Hill estimate takes the arithmetic means of the two K values and of the two G values:

K_H = 255.4 GPa, G_H = 165.4 GPa, M_H = 532.5 GPa.

**Comparison**

The basal scale is stiffer than the Hill estimate by 69.9 GPa, or 13%. It is also 12% above the Voigt bound, so for these constants no isotropic, well-bonded aggregate of the same crystals reaches it.

The input constants are rounded to the nearest 10 GPa. Shifting each by +5 or −5 GPa, in all 64 combinations, gives M_b between 587 and 618 GPa and M_b/M_H between 1.10 and 1.17. In every combination M_b remains at least 49 GPa above the Voigt value. The excess over the Hill estimate survives the rounding, but its size is fixed only to between about 10% and 17%. Measured constant sets for alumina put C13 at roughly 111 to 116 GPa, below the 120 GPa used here, and give an excess nearer 15% to 16%.

**Why the basal scale is stiffer**

C11 and C33 are equal here, so the difference does not come from a contrast between these two constants. Split the unit in-plane stress into a hydrostatic and an axial shear part:

diag(1, 1, 0) = (2/3) diag(1, 1, 1) + (1/3) diag(1, 1, −2).

Contract the compliance with this stress on both sides. The left side gives 2(s11 + s12) = 2/M_b. On the right, the hydrostatic part with itself gives 1/K_R, the shear part with itself gives 3/G_ax, and the mixed contraction gives 2(β_a − β_c). With the factors from the split,

2/M_b = (4/9)(1/K_R) + 2(2/9)·2(β_a − β_c) + (1/9)(3/G_ax),

and division by 2 gives

1/M_b = 2/(9K_R) + 1/(6G_ax) + (4/9)(β_a − β_c).

In TPa⁻¹ the three terms are 0.871, 0.848 and −0.059, with sum 1.660. The Reuss polycrystal has the same first term, 1/(6G_R) = 1.020 as its second, and no third, with sum 1.890.

Of the gap in 1/M, 74% comes from the shear term. The basal scale uses the stiff axial shear, 196 GPa, whereas the polycrystal also averages over the softer shears contained in s11 − s12 and s44. The other 26% comes from the crystal being less compressible along a than along c. These shares refer to the Reuss polycrystal. They are less certain than the sign of the gap: because β_a − β_c is a small difference, the same ±5 GPa shifts of the constants move the second share between 14% and 35%. The shares also divide terms, not independent causes. With C11 = C33, β_a − β_c = (C13 − C12)/D, and the same contrast between C12 and C13 also enters G_ax. Setting C12 = C13 = 133.3 GPa keeps K_V fixed and makes the two compressibilities equal, and it lowers M_b/M_H from 1.13 to 1.05. Most of the excess thus traces to C13 being smaller than C12.

**Untextured columnar grains and imperfect texture**

A scale may be one grain thick, so that each grain has its own free surface. "Columnar" here means only that each grain spans the thickness. Suppose the c axes are random and every grain has the same in-plane strain. Suppose also that the grains are much wider than the scale is thick. Then σ3, σ4 and σ5 vanish in nearly all of each grain, and the misfit in thickness strain and out-of-plane shear between neighbours matters only near their boundaries. For a tilted grain the two in-plane stresses generally differ; take M as their mean per unit strain. The average over all directions is 531.9 GPa, close to the Hill estimate. For such wide grains, lack of texture thus gives nearly the same modulus as in the bulk polycrystal. Grains narrower than the scale is thick constrain one another through much of their volume. The argument for this average then fails, though its value may still be close.

Among orientations sampled every 3° in tilt and 10° in azimuth, the stiffest grain is the basal one. The softest has 481 GPa, with its c axis tilted by 57°. For imperfect texture, keep the same assumptions and let the c axes tilt from the normal by θ, with a density per unit solid angle proportional to exp[−θ²/(2θ0²)]. A spread θ0 = 10° lowers the modulus by 2.7%, to 586 GPa.

**What it means for scale failure**

Take a 3 µm scale on each face of a 1 mm sheet, cooled by 1000 K from a state in which the scale is free of stress. The alloy contracts more than the scale by a rough 6 × 10⁻⁶ per kelvin, so

ε = −(6 × 10⁻⁶ K⁻¹)(1000 K) = −0.006.

At this same strain, the stress is −3.61 GPa for the basal scale and −3.20 GPa for the Hill polycrystal. The energy stored per unit area of one face is hMε²:

basal: (3 × 10⁻⁶ m)(602.4 × 10⁹ Pa)(0.006)² = 65.1 J/m²
polycrystal: 57.5 J/m².

If all this energy could separate the scale from the alloy, detachment at a given interface toughness Γ would become possible at h = Γ/(Mε²). At equal strain and toughness, the basal scale would reach this limit at 0.88 of the polycrystal's thickness. A long straight delamination front releases less, because the strain along the front persists.

The comparison reverses if stress is held fixed. Then Mε² = σ²/M, and the stiffer scale stores less energy.

**Set beside real scales**

Alumina scales on alumina-forming alloys are typically a few micrometres thick and can carry compressions of a few GPa after cooling, so the example lies in the right regime. Its sharpest idealization is the perfect basal texture: real scales may have a weak texture or none, which can remove the whole 13% excess.

Other corrections, from rough coefficients, are as follows.

- At the temperature of use, a softening of 10⁻⁴ per kelvin over 1000 K lowers the modulus by about 10%. This affects growth stress while hot. If both moduli soften by the same fraction, their ratio is unchanged.
- If the first 100 K of cooling is relaxed by creep, the final stress falls by 10%.
- Oxide growth can leave the scale stressed before cooling. A compression of 0.5 GPa, if retained, raises the final compression of the basal scale by 14%.
- A porosity of 2%, with a fractional modulus loss of twice the porosity, costs 4%.
- If alumina expands more along c than along a by 10⁻⁶ per kelvin, a polycrystal expands more in the plane than a basal scale by about one third of that. Its mismatch with the alloy is then 5.6% smaller. On the same alloy, the stress ratio rises from 1.13 to about 1.20.
- The volume strain is 0.006(2 − 0.480) = 0.91%. If the bulk modulus rises by 4 GPa per GPa of pressure, its mean over the cooling is higher by about half of 4 × 0.91%, or 1.8%. This indicates the rough size of nonlinear effects; it is not a correction to M_b.
- Force balance between the two scales and an alloy of equibiaxial modulus 290 GPa shifts 1.2% of the mismatch into the alloy.

Several of these effects are comparable with the texture effect. A measured stress difference between two scales therefore says little about their texture unless growth stress, temperature history, porosity and elastic strain are also known. Even then it gives only a difference in modulus, and different textures can share the same modulus. Apart from the growth stress, the numerical output below lists the values used here.

Computed results

```
rough inputs C11, C12, C13: 500, 160, 120 GPa
rough inputs C33, C44, |C14|: 500, 150, 20 GPa
C11 + C12: 660.0 GPa
free-surface reduction 2 C13^2/C33: 57.6 GPa
basal equibiaxial modulus: 602.4 GPa
normal strain / in-plane strain: -0.480
Voigt K, G, M: 255.56, 167.33, 536.0 GPa
Reuss K, G, M: 255.25, 163.46, 529.0 GPa
Hill K, G, M: 255.40, 165.40, 532.5 GPa
Hill Young modulus: 408.1 GPa; Poisson ratio: 0.2337
basal minus Hill: 69.9 GPa
basal / Hill: 1.1312
basal / Voigt: 1.1238
rounding range, basal: 587 to 618 GPa
rounding range, basal/Hill: 1.096 to 1.168
smallest basal minus Voigt in box: 49.3 GPa
axial shear modulus G_ax: 196.43 GPa
beta_a, beta_c: 1.2616, 1.3944 1/TPa
bulk term 2/(9 K_R): 0.8706 1/TPa
axial shear term 1/(6 G_ax): 0.8485 1/TPa
compressibility term: -0.0590 1/TPa
sum = 1/M_basal: 1.6600 1/TPa
Reuss shear term 1/(6 G_R): 1.0196 1/TPa
1/M_Reuss: 1.8902 1/TPa
share of gap from axial shear: 74.4 %
share from compressibilities: 25.6 %
untextured columnar average: 531.9 GPa
softest grain: 480.9 GPa at c-axis tilt 57 deg
stiffest grain: 602.4 GPa at tilt 0 deg
rough mismatch: 6.0e-06 1/K; cooling: 1000 K
scale: 3 um per face; alloy: 1 mm, M 290 GPa (rough)
compressive strain magnitude: 0.60 %
stress magnitude, basal: 3.61 GPa
stress magnitude, Hill: 3.20 GPa
stored energy per face, basal: 65.1 J/m^2
stored energy per face, Hill: 57.5 J/m^2
full-release thickness ratio, basal/Hill: 0.884
rough softening rate: 1.0e-04 1/K
modulus loss at temperature of use: 10 %
stress loss if first 100 K relax: 10 %
rough porosity: 2 %; loss factor: 2
modulus loss from pores: 4 %
modulus with 10 deg texture spread: 586.3 GPa
change from texture spread: -2.67 %
rough expansion gap, c minus a: 1.0e-06 1/K
polycrystal mismatch lower by: 5.6 %
rough bulk-modulus pressure slope: 4
volume strain magnitude: 0.91 %
nonlinear stiffening, size only: 1.8 %
mismatch taken up by alloy: 1.2 %
```
